**Numerical test of the weak-coupling Fröhlich polaron**

To first order in the coupling constant $\alpha$, the ground-state shift is $-\alpha\omega$ and the mass factor is $m^*/m=1+\alpha/6$. Here $m$ is the band mass, $\omega$ the optical phonon frequency in Hartree atomic units, $\kappa=1/\varepsilon_\infty-1/\varepsilon_0$ and $\alpha=\kappa\sqrt{m/2\omega}$. The program integrates the original mode expressions by Gauss–Legendre quadrature and asserts agreement with the formulas for the shift, the energy and phonon number at finite momentum, the curvature, the cloud momentum and the energy budget. It also asserts that the phonons supply the static pair energy $-\kappa/r$, and that an extrapolated sum over modes in a periodic box reproduces the continuum shift within 0.2%. A six-mode Hamiltonian with up to three phonons is diagonalized to test how the error of second-order theory scales. For the model parameters the output gives $\alpha=0.513$, a shift of $-41.9$ meV and a mass factor of $1.086$. Halving the squared coupling in the six-mode model reduces the error by a factor of $4.00$, as expected for a fourth-order remainder.

## Verification by program

```python
"""Weak-coupling Frohlich polaron, Hartree atomic units.

Result under test, to first order in alpha:
    ground-state shift = -alpha*omega,   m*/m = 1 + alpha/6,
    E2(P) = -alpha*omega*arcsin(s)/s,    s = P/sqrt(2*m*omega) < 1.
Symbols: m band mass, omega optical phonon frequency,
kappa = 1/eps_inf - 1/eps_static, alpha = kappa*sqrt(m/(2*omega)),
P total momentum, q phonon wave vector, mu cosine between P and q.
The squared coupling times the volume is 2*pi*omega*kappa/q^2.
"""
from itertools import product
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
BOHR_NM = 1e9 * physical_constants["Bohr radius"][0]

# Round model parameters
m, omega, eps_inf, eps_static = 0.2, 0.003, 5.0, 9.0
kappa = 1 / eps_inf - 1 / eps_static
alpha = kappa * np.sqrt(m / (2 * omega))
u = np.sqrt(2 * m * omega)          # momentum unit


def coupling_times_volume(q):
    return 2 * np.pi * omega * kappa / q**2


# Quadrature over all phonon modes: q = u*tan(theta), and mu in [-1, 1]
nodes, weights = np.polynomial.legendre.leggauss(200)
theta = np.pi / 4 * (nodes + 1)
q_grid = (u * np.tan(theta))[:, None]
dq = (u / np.cos(theta)**2 * np.pi / 4 * weights)[:, None]
mu_nodes, mu_weights = np.polynomial.legendre.leggauss(100)
mu_grid, dmu = mu_nodes[None, :], mu_weights[None, :]


def mode_integral(P, weight):
    """Continuum sum over q of |V_q|^2 * weight(q, mu, D)."""
    D = omega + q_grid**2 / (2 * m) - P * q_grid * mu_grid / m
    measure = 2 * np.pi * q_grid**2 * dq * dmu / (2 * np.pi)**3
    return np.sum(measure * coupling_times_volume(q_grid)
                  * weight(q_grid, mu_grid, D))


def second_order_energy(P):
    return -mode_integral(P, lambda q, mu, D: 1 / D)


# 1. Static charges: phonons must supply the pair energy -kappa/r
r = 20.0


def radial_factor(q):
    return q**2 * coupling_times_volume(q) / (omega * q * r)


split = 1 / r
inner = quad(lambda q: radial_factor(q) * np.sin(q * r), 0, split)[0]
outer = quad(radial_factor, split, np.inf, weight="sin", wvar=r)[0]
pair_energy = -2 * 4 * np.pi / (2 * np.pi)**3 * (inner + outer)
assert abs(pair_energy / (-kappa / r) - 1) < 1e-5

# 2. Ground-state shift
shift = second_order_energy(0.0)
assert abs(shift / (-alpha * omega) - 1) < 1e-10

# 3. Momentum dependence and phonon number below the emission threshold
dispersion_rows = []
for s in (0.3, 0.6, 0.9):
    E2 = second_order_energy(s * u)
    number = mode_integral(s * u, lambda q, mu, D: 1 / D**2)
    assert abs(E2 / (-alpha * omega * np.arcsin(s) / s) - 1) < 1e-8
    assert abs(number / (alpha / 2 / np.sqrt(1 - s**2)) - 1) < 1e-8
    dispersion_rows.append((s, E2, number))


# 4. Curvature by finite differences, with one extrapolation
def curvature(step):
    return 2 * (second_order_energy(step) - shift) / step**2


second_derivative = (4 * curvature(0.05 * u) - curvature(0.1 * u)) / 3
inverse_mass_loss = -m * second_derivative
assert abs(inverse_mass_loss / (alpha / 6) - 1) < 1e-4

# 5. Momentum carried by the phonon cloud at small P
P_small = 0.01 * u
cloud_fraction = mode_integral(
    P_small, lambda q, mu, D: q * mu / D**2) / P_small
assert abs(cloud_fraction / (alpha / 6) - 1) < 1e-3

# 6. Energy budget and phonon number at P = 0
phonon_number = mode_integral(0.0, lambda q, mu, D: 1 / D**2)
kinetic = mode_integral(0.0, lambda q, mu, D: q**2 / (2 * m) / D**2)
phonon_energy = omega * phonon_number
interaction = -2 * mode_integral(0.0, lambda q, mu, D: 1 / D)
assert abs(phonon_number / (alpha / 2) - 1) < 1e-10
assert abs(kinetic / (alpha * omega / 2) - 1) < 1e-10
assert abs(interaction / (-2 * alpha * omega) - 1) < 1e-10


# 7. Explicit mode sum in a periodic box; only the far tail is integrated
def box_energy(spacing, cutoff=8.0):
    n_max = int(round(cutoff / spacing))
    n = np.arange(-n_max, n_max + 1)
    n_squared = (n[:, None, None]**2 + n[None, :, None]**2
                 + n[None, None, :]**2).ravel()
    n_squared = n_squared[(n_squared > 0) & (n_squared <= n_max**2)]
    length = 2 * np.pi / (spacing * u)
    q = 2 * np.pi / length * np.sqrt(n_squared)
    terms = coupling_times_volume(q) / length**3 / (omega + q**2 / (2 * m))
    tail = quad(lambda k: k**2 * coupling_times_volume(k)
                / (omega + k**2 / (2 * m)) / (2 * np.pi**2),
                cutoff * u, np.inf, epsabs=1e-13)[0]
    return length, -np.sum(terms) - tail


length_small, box_small = box_energy(0.2)
length_large, box_large = box_energy(0.1)
box_limit = 2 * box_large - box_small   # removes the error linear in 1/L
# remaining error: cubic term in 1/L and the ragged edge of the cutoff sphere
assert abs(box_limit / (-alpha * omega) - 1) < 2e-3

# 8. Many-phonon diagonalization with six modes; energy unit omega,
#    momentum unit u. Second-order theory must fail only at g^4.
mode_vectors = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                         [0, -1, 0], [0, 0, 1], [0, 0, -1]], float)
states = [c for c in product(range(4), repeat=6) if sum(c) <= 3]
index = {c: i for i, c in enumerate(states)}
occupation = np.array(states, float)
total_momentum = np.array([0.3, 0.0, 0.0])
electron_momentum = total_momentum - occupation @ mode_vectors
diagonal = np.sum(electron_momentum**2, axis=1) + occupation.sum(axis=1)
hop = np.zeros((len(states), len(states)))
for c, i in index.items():
    for mode in range(6):
        raised = c[:mode] + (c[mode] + 1,) + c[mode + 1:]
        if raised in index:
            j = index[raised]
            hop[i, j] = hop[j, i] = np.sqrt(c[mode] + 1)


def second_order_error(g_squared):
    exact = np.linalg.eigvalsh(np.diag(diagonal)
                               + np.sqrt(g_squared) * hop)[0]
    bare = total_momentum @ total_momentum
    gaps = (1 + np.sum((total_momentum - mode_vectors)**2, axis=1) - bare)
    return exact - (bare - g_squared * np.sum(1 / gaps))


error_full = second_order_error(0.002)
error_half = second_order_error(0.001)
error_ratio = error_full / error_half
assert abs(error_ratio - 4) < 0.1

# Worked example
factor = 1 + alpha / 6
inverted = 1 / (1 - alpha / 6)
print(f"band mass m = {m:.3f} electron masses")
print(f"phonon energy omega = {omega:.5f} hartree")
print(f"phonon energy omega = {omega * HARTREE_MEV:.2f} meV")
print(f"eps_inf = {eps_inf:.1f}, eps_static = {eps_static:.1f} (no unit)")
print(f"kappa = {kappa:.6f} (no unit)")
print(f"alpha = {alpha:.5f} (no unit)")
print(f"momentum unit u = {u:.6f} 1/bohr")
print(f"polaron length 1/u = {1 / u:.3f} bohr")
print(f"polaron length 1/u = {BOHR_NM / u:.3f} nm")
print(f"pair energy at r = {r:.0f} bohr, integral: {pair_energy:.7f} hartree")
print(f"pair energy -kappa/r: {-kappa / r:.7f} hartree")
print(f"shift, quadrature = {shift:.8f} hartree")
print(f"shift, -alpha*omega = {-alpha * omega:.8f} hartree")
print(f"shift = {shift * HARTREE_MEV:.2f} meV")
print(f"alpha/6 = {alpha / 6:.6f} (no unit)")
print(f"inverse-mass loss, differences = {inverse_mass_loss:.6f} (no unit)")
print(f"cloud momentum / P at s = 0.01: {cloud_fraction:.6f} (no unit)")
print(f"mass factor 1 + alpha/6 = {factor:.5f} (no unit)")
print(f"inverted form 1/(1 - alpha/6) = {inverted:.5f} (no unit)")
print(f"difference of the two forms = {inverted - factor:.5f} (no unit)")
print(f"polaron mass m*(1 + alpha/6) = {m * factor:.5f} electron masses")
print(f"mean phonon number at P = 0: {phonon_number:.5f} (no unit)")
print(f"kinetic energy = {kinetic:.8f} hartree")
print(f"phonon energy in cloud = {phonon_energy:.8f} hartree")
print(f"interaction energy = {interaction:.8f} hartree")
for s, E2, number in dispersion_rows:
    print(f"s = {s:.1f}: E2 = {E2:.8f} hartree, phonons = {number:.5f}")
print(f"box L = {length_small:.1f} bohr: shift = {box_small:.8f} hartree")
print(f"box L = {length_large:.1f} bohr: shift = {box_large:.8f} hartree")
print(f"box extrapolated: shift = {box_limit:.8f} hartree")
print(f"six-mode basis size = {len(states)} states")
print(f"six-mode error, g^2 = 0.002: {error_full:.4e} omega")
print(f"six-mode error, g^2 = 0.001: {error_half:.4e} omega")
print(f"six-mode error ratio = {error_ratio:.4f} (no unit)")
print("success")
```

Printed output:

```
band mass m = 0.200 electron masses
phonon energy omega = 0.00300 hartree
phonon energy omega = 81.63 meV
eps_inf = 5.0, eps_static = 9.0 (no unit)
kappa = 0.088889 (no unit)
alpha = 0.51320 (no unit)
momentum unit u = 0.034641 1/bohr
polaron length 1/u = 28.868 bohr
polaron length 1/u = 1.528 nm
pair energy at r = 20 bohr, integral: -0.0044444 hartree
pair energy -kappa/r: -0.0044444 hartree
shift, quadrature = -0.00153960 hartree
shift, -alpha*omega = -0.00153960 hartree
shift = -41.89 meV
alpha/6 = 0.085533 (no unit)
inverse-mass loss, differences = 0.085533 (no unit)
cloud momentum / P at s = 0.01: 0.085541 (no unit)
mass factor 1 + alpha/6 = 1.08553 (no unit)
inverted form 1/(1 - alpha/6) = 1.09353 (no unit)
difference of the two forms = 0.00800 (no unit)
polaron mass m*(1 + alpha/6) = 0.21711 electron masses
mean phonon number at P = 0: 0.25660 (no unit)
kinetic energy = 0.00076980 hartree
phonon energy in cloud = 0.00076980 hartree
interaction energy = -0.00307920 hartree
s = 0.3: E2 = -0.00156368 hartree, phonons = 0.26899
s = 0.6: E2 = -0.00165122 hartree, phonons = 0.32075
s = 0.9: E2 = -0.00191555 hartree, phonons = 0.58868
box L = 906.9 bohr: shift = -0.00140113 hartree
box L = 1813.8 bohr: shift = -0.00147014 hartree
box extrapolated: shift = -0.00153914 hartree
six-mode basis size = 84 states
six-mode error, g^2 = 0.002: -1.8705e-06 omega
six-mode error, g^2 = 0.001: -4.6761e-07 omega
six-mode error ratio = 4.0002 (no unit)
success
```
